# Effective atomic units for a shallow donor in a semiconductor: a numerical check

```python
"""
Result under test: the shallow-donor equation
    [-(1/(2 m)) Laplacian - 1/(eps r)] F = E F      (atomic units)
is the hydrogen equation in the units
    length a* = (eps/m) bohr,   energy E* = (m/eps^2) hartree.
m   : effective mass in electron masses
eps : relative static permittivity
F   : envelope function, E : energy from the conduction-band edge
The radial problem is diagonalized in eV and angstrom from fundamental
constants, without a* or E*, and compared with the scaled formulas.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal

ANGSTROM = 1e-10
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_A = const.physical_constants["Bohr radius"][0] / ANGSTROM
# hbar^2/(2 m_e) in eV angstrom^2 and e^2/(4 pi eps0) in eV angstrom
KINETIC = const.hbar**2 / (2 * const.m_e) / const.e / ANGSTROM**2
COULOMB = const.e / (4 * np.pi * const.epsilon_0) / ANGSTROM


def effective_units(mass, eps):
    """Derived formulas: length unit (angstrom), energy unit (eV)."""
    return eps / mass * BOHR_A, mass / eps**2 * HARTREE_EV


def solve_radial(mass, eps, ell=0, count=1, step=0.5, r_max=3000.0,
                 well_depth=0.0, well_radius=0.0):
    """Finite-difference levels (eV) and normalized u(r) = r R(r)."""
    r = step * np.arange(1, int(round(r_max / step)))
    t = KINETIC / mass
    potential = -COULOMB / (eps * r)
    inside = np.where(r < well_radius - step / 4, 1.0, 0.0)
    inside[np.abs(r - well_radius) < step / 4] = 0.5
    diagonal = (2 * t / step**2 + t * ell * (ell + 1) / r**2
                + potential - well_depth * inside)
    off_diagonal = np.full(r.size - 1, -t / step**2)
    levels, vectors = eigh_tridiagonal(diagonal, off_diagonal, select="i",
                                       select_range=(0, count - 1))
    return r, levels, vectors / np.sqrt(step), potential


def close(value, reference, relative):
    return abs(value - reference) <= relative * abs(reference)


# Operator identity on a function that is not an eigenfunction
r_s, x_s, m_s, eps_s = sp.symbols("r x m epsilon", positive=True)


def trial(x):
    return (1 + x) * sp.exp(-x**2)


length_s = eps_s / m_s
g = trial(r_s / length_s)
physical = (-(sp.diff(g, r_s, 2) + 2 * sp.diff(g, r_s) / r_s) / (2 * m_s)
            - g / (eps_s * r_s)).subs(r_s, length_s * x_s)
f = trial(x_s)
hydrogen = -(sp.diff(f, x_s, 2) + 2 * sp.diff(f, x_s) / x_s) / 2 - f / x_s
assert sp.simplify(physical - m_s / eps_s**2 * hydrogen) == 0

# Worked example
mass, eps = 0.067, 12.9
a_eff, e_eff = effective_units(mass, eps)
assert abs(e_eff - 0.011) < 0.0005 and abs(a_eff - 100) < 5

step = 0.5
r, s_levels, s_vectors, potential = solve_radial(mass, eps, count=2, step=step)
p_level = solve_radial(mass, eps, ell=1, step=step)[1][0]
density = s_vectors[:, 0]**2
mean_r = step * np.sum(density * r)
peak_r = r[np.argmax(density)]
mean_v = step * np.sum(density * potential)
mean_t = s_levels[0] - mean_v
k_rms = np.sqrt(mean_t * mass / KINETIC)

# Grid errors are of order (step/a*)^2, a few 1e-5
assert close(s_levels[0], -e_eff / 2, 5e-4)
assert close(s_levels[1], -e_eff / 8, 5e-4)
assert close(p_level, -e_eff / 8, 5e-4)
assert close(p_level - s_levels[0], 3 * e_eff / 8, 1e-3)
assert close(mean_r, 1.5 * a_eff, 1e-3)
assert abs(peak_r - a_eff) <= step
assert close(mean_v, -e_eff, 1e-3)
assert close(mean_t, e_eff / 2, 1e-3)
assert close(k_rms, 1 / a_eff, 1e-3)

# Powers of mass and permittivity, from separate diagonalizations
ratios = {}
for name, m_new, eps_new, expected in (("mass doubled", 2 * mass, eps, 2),
                                       ("permittivity halved", mass, eps / 2, 4)):
    r_n, lev_n, vec_n, _ = solve_radial(m_new, eps_new, step=step)
    radius_n = step * np.sum(vec_n[:, 0]**2 * r_n)
    ratios[name] = (lev_n[0] / s_levels[0], radius_n / mean_r)
    assert close(ratios[name][0], expected, 1e-3)
    assert close(ratios[name][1], 0.5, 1e-3)

# Sensitivity to the central cell: extra well inside a small radius
lattice, core_radius, core_depth = 6.0, 3.0, 1.0
fine = 0.1
r_f, lev_f, vec_f, _ = solve_radial(mass, eps, step=fine, r_max=2000.0)
lev_w = solve_radial(mass, eps, step=fine, r_max=2000.0,
                     well_depth=core_depth, well_radius=core_radius)[1]
weight = np.where(r_f < core_radius - fine / 4, 1.0, 0.0)
weight[np.abs(r_f - core_radius) < fine / 4] = 0.5
p_grid = fine * np.sum(weight * vec_f[:, 0]**2)
x = core_radius / a_eff
p_core = 1 - np.exp(-2 * x) * (1 + 2 * x + 2 * x**2)
shift_first = -core_depth * p_core
shift_grid = lev_w[0] - lev_f[0]
assert close(p_grid, p_core, 1e-2)
# First order omits the response of the envelope, some percent here
assert close(shift_grid, shift_first, 0.10)

print(f"effective mass m = {mass} electron masses")
print(f"relative permittivity eps = {eps} (dimensionless)")
print(f"hartree = {HARTREE_EV:.4f} eV")
print(f"bohr = {BOHR_A:.6f} angstrom")
print(f"length factor eps/m = {eps / mass:.2f} (dimensionless)")
print(f"energy factor m/eps^2 = {mass / eps**2:.4e} (dimensionless)")
print(f"effective bohr a* = {a_eff:.1f} angstrom")
print(f"effective bohr a*, converted = {a_eff / 10:.2f} nm")
print(f"effective hartree E* = {e_eff:.5f} eV")
print(f"effective hartree E*, converted = {e_eff * 1000:.2f} meV")
print(f"binding energy E*/2, formula = {e_eff / 2:.6f} eV")
print(f"binding energy, converted = {e_eff * 500:.2f} meV")
print(f"binding energy, grid = {-s_levels[0]:.6f} eV")
print(f"2s level, formula = {-e_eff / 8:.6f} eV")
print(f"2s level, grid = {s_levels[1]:.6f} eV")
print(f"2p level, grid = {p_level:.6f} eV")
print(f"1s-2p excitation 3E*/8, formula = {3 * e_eff / 8:.6f} eV")
print(f"1s-2p excitation, grid = {p_level - s_levels[0]:.6f} eV")
print(f"mean potential energy, grid = {mean_v:.5f} eV")
print(f"mean kinetic energy, grid = {mean_t:.5f} eV")
print(f"most probable radius, grid (step {step} angstrom) = {peak_r:.1f} angstrom")
print(f"mean radius 3a*/2, formula = {1.5 * a_eff:.1f} angstrom")
print(f"mean radius, grid = {mean_r:.1f} angstrom")
for name, (energy_ratio, radius_ratio) in ratios.items():
    print(f"{name}: binding ratio = {energy_ratio:.4f}, "
          f"radius ratio = {radius_ratio:.4f}")
print(f"rms wavenumber, grid = {k_rms:.5f} 1/angstrom")
print(f"chosen lattice constant = {lattice:.1f} angstrom")
print(f"2 pi/lattice constant = {2 * np.pi / lattice:.3f} 1/angstrom")
print(f"rms wavenumber/(2 pi/lattice constant) = "
      f"{k_rms * lattice / (2 * np.pi):.4f} (dimensionless)")
print(f"chosen core radius R = {core_radius:.1f} angstrom")
print(f"chosen extra well depth U = {core_depth:.1f} eV")
print(f"probability inside R, formula = {p_core:.3e} (dimensionless)")
print(f"probability inside R, grid = {p_grid:.3e} (dimensionless)")
print(f"level shift by well, first order = {shift_first:.3e} eV")
print(f"level shift by well, grid = {shift_grid:.3e} eV")
print(f"grid shift/binding energy = "
      f"{100 * abs(shift_grid / lev_f[0]):.2f} percent")
print("tests ok")
```

Printed output:

```
effective mass m = 0.067 electron masses
relative permittivity eps = 12.9 (dimensionless)
hartree = 27.2114 eV
bohr = 0.529177 angstrom
length factor eps/m = 192.54 (dimensionless)
energy factor m/eps^2 = 4.0262e-04 (dimensionless)
effective bohr a* = 101.9 angstrom
effective bohr a*, converted = 10.19 nm
effective hartree E* = 0.01096 eV
effective hartree E*, converted = 10.96 meV
binding energy E*/2, formula = 0.005478 eV
binding energy, converted = 5.48 meV
binding energy, grid = 0.005478 eV
2s level, formula = -0.001369 eV
2s level, grid = -0.001369 eV
2p level, grid = -0.001369 eV
1s-2p excitation 3E*/8, formula = 0.004108 eV
1s-2p excitation, grid = 0.004108 eV
mean potential energy, grid = -0.01096 eV
mean kinetic energy, grid = 0.00548 eV
most probable radius, grid (step 0.5 angstrom) = 102.0 angstrom
mean radius 3a*/2, formula = 152.8 angstrom
mean radius, grid = 152.8 angstrom
mass doubled: binding ratio = 2.0000, radius ratio = 0.5000
permittivity halved: binding ratio = 3.9999, radius ratio = 0.5000
rms wavenumber, grid = 0.00981 1/angstrom
chosen lattice constant = 6.0 angstrom
2 pi/lattice constant = 1.047 1/angstrom
rms wavenumber/(2 pi/lattice constant) = 0.0094 (dimensionless)
chosen core radius R = 3.0 angstrom
chosen extra well depth U = 1.0 eV
probability inside R, formula = 3.257e-05 (dimensionless)
probability inside R, grid = 3.259e-05 (dimensionless)
level shift by well, first order = -3.257e-05 eV
level shift by well, grid = -3.524e-05 eV
grid shift/binding energy = 0.64 percent
tests ok
```
